# Energy density of a linear dielectric as a reference for antiferroelectric capacitors: a numerical check

```python
"""
Result under test: a linear dielectric charged to field E stores
    u = (1/2) eps0 eps_r E^2   (isothermal reversible work per volume).
eps0: vacuum permittivity; eps_r: relative permittivity; D: displacement;
P: polarization. All internal quantities are in SI units.
Also tested: the energy returned by an idealized antiferroelectric with
linear background eps_a, switched polarization P_s, and mean forward and
backward switching fields; and the size of effects outside the linear model.
Material parameters are round, rough values, not data for one compound.
"""
import numpy as np
from scipy.constants import epsilon_0 as eps0
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import brentq

# Linear reference and capacitor geometry
eps_r = 500.0
field = 30e6
thickness = 10e-6
area = 1e-4
u_linear = 0.5 * eps0 * eps_r * field**2
u_vacuum = 0.5 * eps0 * field**2
polarization = eps0 * (eps_r - 1) * field
u_polarization = 0.5 * polarization * field
displacement = eps0 * eps_r * field
voltage = field * thickness
capacitance = eps0 * eps_r * area / thickness
energy = u_linear * area * thickness


def run_circuit(source_voltage, initial_charge, resistance, end_time):
    """Integrate capacitor charge and the heat released in a resistor."""
    def rates(t, y):
        current = (source_voltage - y[0] / capacitance) / resistance
        return [current, current**2 * resistance]
    result = solve_ivp(rates, (0, end_time), [initial_charge, 0.0],
                       method="DOP853", rtol=1e-9, atol=1e-15)
    assert result.success
    return result.y[:, -1]


# Charging: stored energy is source work minus resistor heat
for series_resistance in (10.0, 1000.0):
    charge, heat = run_circuit(voltage, 0.0, series_resistance,
                               30 * series_resistance * capacitance)
    source_work = voltage * charge
    assert np.isclose(source_work - heat, energy, rtol=1e-6)
    assert np.isclose(heat / source_work, 0.5, rtol=1e-6)
assert abs(u_linear / 1e6 - 2.0) < 0.05

# Leakage through the dielectric itself
resistivity = 1e10
leak_resistance = resistivity * thickness / area
half_time = 0.5 * resistivity * eps0 * eps_r * np.log(2)
_, leak_heat = run_circuit(0.0, displacement * area,
                           leak_resistance, half_time)
assert np.isclose(leak_heat, energy / 2, rtol=1e-6)

# Saturating dielectric: E = a P + b P^3
a = 1 / (eps0 * (eps_r - 1))
b = 7e9


def polarization_at(e, cubic):
    return brentq(lambda p: a * p + cubic * p**3 - e, 0, 1,
                  xtol=1e-14, rtol=1e-13)


def saturating_energy(e, cubic):
    p = polarization_at(e, cubic)
    return 0.5 * eps0 * e**2 + 0.5 * a * p**2 + 0.25 * cubic * p**4


def energy_from_field_integral(e, cubic):
    def d_of_e(x):
        return eps0 * x + polarization_at(x, cubic)
    area_under_d = quad(d_of_e, 0, e, epsabs=1e-3, epsrel=1e-10)[0]
    return e * d_of_e(e) - area_under_d


p_saturating = polarization_at(field, b)
u_saturating = saturating_energy(field, b)
assert np.isclose(energy_from_field_integral(field, b),
                  u_saturating, rtol=1e-7)
assert np.isclose(energy_from_field_integral(field, 0.0),
                  u_vacuum + u_polarization, rtol=1e-7)
assert u_saturating < u_linear

# Idealized antiferroelectric
eps_a = 200.0
p_switched = 0.30
forward_field = 20e6
backward_field = 15e6
u_background = 0.5 * eps0 * eps_a * field**2
u_switching = backward_field * p_switched
u_recovered = u_background + u_switching
u_loop_loss = (forward_field - backward_field) * p_switched
break_even = 0.5 * eps0 * (eps_r - eps_a) * field**2 / p_switched


def drive_switching_units(mean_forward, mean_backward):
    """Charge and discharge independent two-state units; return both works."""
    generator = np.random.default_rng(4)
    spread = np.linspace(-2e6, 2e6, 401)
    forward = mean_forward + generator.permutation(spread)
    backward = mean_backward + generator.permutation(spread)
    rising = np.linspace(0, field, 3001)
    path = np.concatenate((rising, rising[-2::-1]))
    switched = np.zeros(spread.size, dtype=bool)
    d_values = []
    for e in path:
        switched = (switched & (e > backward)) | (e >= forward)
        d_values.append(eps0 * eps_a * e + p_switched * switched.mean())
    d_values = np.array(d_values)
    assert abs(d_values[-1]) < 1e-12
    top = rising.size
    charging = trapezoid(path[:top], d_values[:top])
    returned = -trapezoid(path[top - 1:], d_values[top - 1:])
    return charging, returned


charging_work, returned_work = drive_switching_units(
    forward_field, backward_field)
assert np.isclose(returned_work, u_recovered, rtol=2e-3)
assert np.isclose(charging_work - returned_work, u_loop_loss, rtol=1e-2)
_, work_at_break_even = drive_switching_units(forward_field, break_even)
assert np.isclose(work_at_break_even, u_linear, rtol=3e-3)

# Dielectric loss in one full sinusoidal cycle
loss_tangent = 0.01
heat_capacity = 3e6
cycle_loss = 2 * np.pi * loss_tangent * u_linear
phase = np.linspace(0, 2 * np.pi, 4001)
e_cycle = field * np.cos(phase)
complex_permittivity = eps0 * eps_r * (1 - 1j * loss_tangent)
d_cycle = np.real(complex_permittivity * field * np.exp(1j * phase))
assert np.isclose(trapezoid(e_cycle, d_cycle), cycle_loss, rtol=1e-4)

# Breakdown distribution, for specimens of the same size
breakdown_scale = 60e6
weibull_shape = 10.0
failure = -np.expm1(-(field / breakdown_scale)**weibull_shape)
samples = 1_000_000
strengths = breakdown_scale * np.random.default_rng(7).weibull(
    weibull_shape, samples)
sampling_error = np.sqrt(failure * (1 - failure) / samples)
assert abs(np.mean(strengths < field) - failure) < 5 * sampling_error

# Temperature dependence and adiabatic charging
temperature = 300.0
curie_constant = 1e5
curie_temperature = temperature - curie_constant / eps_r
hot_rise = 50.0
eps_hot = curie_constant / (temperature + hot_rise - curie_temperature)
u_hot = 0.5 * eps0 * eps_hot * field**2
warming = (u_linear * temperature
           / (heat_capacity * (temperature - curie_temperature)))


def entropy_change(t, e):
    slope = -curie_constant / (t - curie_temperature)**2
    return (heat_capacity * np.log(t / temperature)
            + 0.5 * eps0 * slope * e**2)


fields = np.linspace(0, field, 301)
temperatures = np.array([
    brentq(lambda t: entropy_change(t, e), temperature - 1, temperature + 5)
    for e in fields])
d_adiabatic = (eps0 * curie_constant * fields
               / (temperatures - curie_temperature))
u_adiabatic = trapezoid(fields, d_adiabatic)
actual_warming = temperatures[-1] - temperature
assert np.isclose(actual_warming, warming, rtol=0.03)
# The comparison is first order in the small temperature rise
expected_drop = 1.5 * warming / (temperature - curie_temperature)
assert np.isclose(1 - u_adiabatic / u_linear, expected_drop, rtol=0.05)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Vacuum permittivity", eps0, "F/m", 7)
show("Relative permittivity", eps_r)
show("Maximum field", field / 1e6, "MV/m")
show("Linear stored energy density", u_linear / 1e6, "MJ/m^3")
show("Same energy density", u_linear / 1e6, "J/cm^3")
show("Vacuum part", u_vacuum / 1e6, "MJ/m^3")
show("Polarization part", u_polarization / 1e6, "MJ/m^3")
show("Linear polarization", polarization * 100, "uC/cm^2")
show("Linear displacement", displacement * 100, "uC/cm^2")
show("Layer thickness", thickness * 1e6, "um")
show("Electrode area", area * 1e4, "cm^2")
show("Voltage", voltage, "V")
show("Capacitance", capacitance * 1e9, "nF")
show("Energy in capacitor", energy * 1e3, "mJ")
show("Heat / source work in charging", heat / source_work)
show("AFE background permittivity", eps_a)
show("AFE switched polarization", p_switched * 100, "uC/cm^2")
show("AFE forward field", forward_field / 1e6, "MV/m")
show("AFE backward field", backward_field / 1e6, "MV/m")
show("AFE background energy", u_background / 1e6, "MJ/m^3")
show("AFE switching energy returned", u_switching / 1e6, "MJ/m^3")
show("AFE total recovered energy", u_recovered / 1e6, "MJ/m^3")
show("AFE simulated recovered energy", returned_work / 1e6, "MJ/m^3")
show("AFE loop loss", u_loop_loss / 1e6, "MJ/m^3")
show("AFE efficiency", 100 * u_recovered / (u_recovered + u_loop_loss), "%")
show("AFE / linear recovered energy", u_recovered / u_linear)
show("AFE break-even backward field", break_even / 1e6, "MV/m")
show("Cubic coefficient b", b, "V m^5/C^3")
show("Saturating polarization", p_saturating * 100, "uC/cm^2")
show("Saturating stored energy", u_saturating / 1e6, "MJ/m^3")
show("Energy drop from saturation", 100 * (1 - u_saturating / u_linear), "%")
show("Loss tangent", loss_tangent)
show("Loss per full cycle", cycle_loss / 1e6, "MJ/m^3")
show("Loss / peak stored energy", 100 * cycle_loss / u_linear, "%")
show("Heat capacity per volume", heat_capacity / 1e6, "MJ/(m^3 K)")
show("Loss heating per cycle", cycle_loss / heat_capacity, "K")
show("Resistivity", resistivity, "ohm m")
show("Leakage half-time of energy", half_time, "s")
show("Breakdown scale field", breakdown_scale / 1e6, "MV/m")
show("Weibull shape", weibull_shape)
show("Breakdown probability", 100 * failure, "%")
show("Operating temperature", temperature, "K")
show("Curie constant", curie_constant, "K")
show("Curie-Weiss temperature", curie_temperature, "K")
show("Temperature increase considered", hot_rise, "K")
show("Permittivity when hotter", eps_hot)
show("Linear energy when hotter", u_hot / 1e6, "MJ/m^3")
show("Adiabatic warming, estimate", warming, "K")
show("Adiabatic warming, solved", actual_warming, "K")
show("Adiabatic energy drop", 100 * (1 - u_adiabatic / u_linear), "%", 3)
print("success")
```

Output:

```
Vacuum permittivity: 8.854188e-12 F/m
Relative permittivity: 500
Maximum field: 30 MV/m
Linear stored energy density: 1.992 MJ/m^3
Same energy density: 1.992 J/cm^3
Vacuum part: 0.003984 MJ/m^3
Polarization part: 1.988 MJ/m^3
Linear polarization: 13.25 uC/cm^2
Linear displacement: 13.28 uC/cm^2
Layer thickness: 10 um
Electrode area: 1 cm^2
Voltage: 300 V
Capacitance: 44.27 nF
Energy in capacitor: 1.992 mJ
Heat / source work in charging: 0.5
AFE background permittivity: 200
AFE switched polarization: 30 uC/cm^2
AFE forward field: 20 MV/m
AFE backward field: 15 MV/m
AFE background energy: 0.7969 MJ/m^3
AFE switching energy returned: 4.5 MJ/m^3
AFE total recovered energy: 5.297 MJ/m^3
AFE simulated recovered energy: 5.298 MJ/m^3
AFE loop loss: 1.5 MJ/m^3
AFE efficiency: 77.93 %
AFE / linear recovered energy: 2.659
AFE break-even backward field: 3.984 MV/m
Cubic coefficient b: 7e+09 V m^5/C^3
Saturating polarization: 10.08 uC/cm^2
Saturating stored energy: 1.336 MJ/m^3
Energy drop from saturation: 32.96 %
Loss tangent: 0.01
Loss per full cycle: 0.1252 MJ/m^3
Loss / peak stored energy: 6.283 %
Heat capacity per volume: 3 MJ/(m^3 K)
Loss heating per cycle: 0.04172 K
Resistivity: 1e+10 ohm m
Leakage half-time of energy: 15.34 s
Breakdown scale field: 60 MV/m
Weibull shape: 10
Breakdown probability: 0.09761 %
Operating temperature: 300 K
Curie constant: 1e+05 K
Curie-Weiss temperature: 100 K
Temperature increase considered: 50 K
Permittivity when hotter: 400
Linear energy when hotter: 1.594 MJ/m^3
Adiabatic warming, estimate: 0.9961 K
Adiabatic warming, solved: 0.988 K
Adiabatic energy drop: 0.736 %
success
```
